# Relativistic Phase Shifts of a Muffin-Tin Sphere from the Radial Dirac Equations, part 2

An electron of energy $E>0$ scatters from a single nonmagnetic muffin-tin sphere. Its potential energy $V$ depends only on $r$ for $r<R$ and is zero for $r>R$. The aim is to find the phase shift $\delta_\kappa$ of each channel of the Dirac equation. Rydberg units are used ($\hbar=1$, $2m=1$, $e^2=2$), with lengths in bohr, $c=274.072$ and $c^2=75115.46$ Ry. The rest energy $c^2/2$ is not included in $E$. The momentum $p$ outside the sphere obeys

$$p^2=E\left(1+\frac{E}{c^2}\right).$$

A channel has upper component $g(r)\chi_{\kappa\mu}$ and lower component $if(r)\chi_{-\kappa\mu}$. The spin-angular functions $\chi$ have total angular momentum $j=|\kappa|-1/2$, and $\mu$ is the eigenvalue of $J_z$. The upper component has $l=\kappa$ for $\kappa>0$ and $l=-\kappa-1$ for $\kappa<0$. The lower has $\bar l=l-S$, where $S$ is the sign of $\kappa$. With $P=rg$ and $Q=rf$, the radial Dirac equations are

$$P'=-\frac{\kappa}{r}P+\frac{E-V+c^2}{c}\,Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V}{c}\,P .$$

With $q=cQ$ and $B=1+(E-V)/c^2$, so that $B'=-V'/c^2$, they become

$$P'=-\frac{\kappa}{r}P+Bq,\qquad q'=\frac{\kappa}{r}q-(E-V)P .$$

Eliminating $q$ gives the second-order equation

$$-P''+\frac{l(l+1)}{r^2}P-\frac{V'}{c^2B}\left(P'+\frac{\kappa}{r}P\right)=B(E-V)P .$$

Near a point nucleus of charge $Z$, $V\to-2Z/r$. The regular solution starts as $P=a_0r^\gamma$, $Q=b_0r^\gamma$, with $\gamma>0$ and

$$\gamma^2=\kappa^2-\left(\frac{2Z}{c}\right)^2,\qquad
\frac{b_0}{a_0}=\frac{c(\gamma+\kappa)}{2Z}=\frac{2Z/c}{\kappa-\gamma}.$$

Outside the sphere the solutions are $g=y_l(pr)$, where $y_l$ is the spherical Bessel function $j_l$ or the Neumann function $n_l$, with $j_0=\sin x/x$ and $n_0=-\cos x/x$. The first radial equation then fixes the small component through a bracket containing $g'$:

$$f=\frac{c}{E+c^2}\left[g'+\frac{1+\kappa}{r}g\right].$$

Q: That bracket contains a derivative. How does it become one Bessel function of order $\bar l$?

A: Through two recurrences. Starting from $y_0$, generate the higher functions by

$$y_{l+1}=-y_l'+\frac{l}{x}y_l .$$

Then, by direct differentiation,

$$y_{l+1}'+\frac{l+2}{x}y_{l+1}=-y_l''-\frac2x y_l'+\frac{l(l+1)}{x^2}y_l=y_l .$$

The last equality is the spherical Bessel equation for $y_l$. Inserting this $y_l$ back into the definition of $y_{l+1}$ gives the Bessel equation of order $l+1$, so the construction continues. Lowering the index by one in the second relation yields

$$y_l'+\frac{l+1}{x}y_l=y_{l-1},\qquad y_l'-\frac{l}{x}y_l=-y_{l+1}.$$

For $\kappa=l$ one has $1+\kappa=l+1$, and the bracket is $p\,y_{l-1}$. For $\kappa=-l-1$ one has $1+\kappa=-l$, and it is $-p\,y_{l+1}$. Both cases read $S\,p\,y_{\bar l}$. Hence

$$g=y_l(pr),\qquad f=\eta\,y_{\bar l}(pr),\qquad \eta=\frac{S\,c\,p}{E+c^2}.$$

Since $c^2p^2=E(E+c^2)$, also $|\eta|=\sqrt{E/(E+c^2)}$. This is the sense in which $f$ is small outside when $E\ll c^2$.

Q: There are two functions in the exterior. What makes their mixture a phase shift?

A: Write the general exterior solution as

$$g=A\left[\cos\delta_\kappa\,j_l(pr)-\sin\delta_\kappa\,n_l(pr)\right],$$

$$f=A\eta\left[\cos\delta_\kappa\,j_{\bar l}(pr)-\sin\delta_\kappa\,n_{\bar l}(pr)\right].$$

At large $x$ the recurrence reduces to $y_{l+1}\simeq-y_l'$. Starting from $l=0$, it gives $j_l\simeq\sin(x-l\pi/2)/x$ and $n_l\simeq-\cos(x-l\pi/2)/x$. Therefore

$$g\simeq\frac{A}{pr}\sin\left(pr-\frac{l\pi}{2}+\delta_\kappa\right).$$

Without a potential the solution regular at the origin is $j_l$, with $\delta_\kappa=0$. The angle is the shift relative to that free wave. The small component has the same $\delta_\kappa$, with $\bar l$ in place of $l$. Adding $\pi$ changes the sign of both components and can be absorbed in $A$, so the matching determines $\delta_\kappa$ modulo $\pi$.

Q: In the Schrödinger problem I match a function and its slope. Why match $g$ and $f$ here?

A: The Dirac equations are of first order. Integrate them across a shell from $R-\epsilon$ to $R+\epsilon$. If $V$ has a finite step, the right-hand sides are bounded and their integrals vanish as $\epsilon\to0$. Thus $P$ and $Q$, and with them $g$ and $f$, are continuous. These are two conditions for the two unknowns $A$ and $\delta_\kappa$.

Let the interior solution supply $\rho=f(R)/g(R)$. Dividing the two conditions removes $A$. With all Bessel functions evaluated at $x=pR$,

$$\rho\left(\cos\delta_\kappa\,j_l-\sin\delta_\kappa\,n_l\right)=\eta\left(\cos\delta_\kappa\,j_{\bar l}-\sin\delta_\kappa\,n_{\bar l}\right).$$

Collecting the cosine and sine terms gives

$$\tan\delta_\kappa=\frac{\rho\,j_l-\eta\,j_{\bar l}}{\rho\,n_l-\eta\,n_{\bar l}} .$$

If $g(R)=0$, then $\rho$ is infinite and the limit is $j_l/n_l$. Multiplying numerator and denominator by $g(R)$ avoids this apparent singularity.

Q: My existing program uses the logarithmic derivative of $g$. Is that wrong?

A: It is correct if the derivative is taken just outside the sphere. There

$$D=\frac{g'(R^+)}{g(R)}=\frac{E+c^2}{c}\rho-\frac{1+\kappa}{R}.$$

Multiply numerator and denominator of $\tan\delta_\kappa$ by $(E+c^2)/c$. The factor times $\rho$ is $D+(1+\kappa)/R$. The factor times $\eta y_{\bar l}$ is $Spy_{\bar l}=py_l'+(1+\kappa)y_l/R$. The terms with $1+\kappa$ cancel:

$$\tan\delta_\kappa=\frac{D\,j_l(pR)-p\,j_l'(pR)}{D\,n_l(pR)-p\,n_l'(pR)} .$$

This has the familiar Schrödinger form. Just inside, however, $E$ is replaced by $E-V(R^-)$, so

$$\frac{g'(R^-)}{g(R)}-D=-\frac{V(R^-)}{c}\rho .$$

The slope jumps at a step of the potential unless $f(R)=0$. Relative to the term $(E+c^2)\rho/c$ in $D$, the jump has the size $|V(R^-)|/(E+c^2)$. It is tiny for an ordinary muffin-tin step, but the condition of continuity belongs to $f$.

Q: Matching uses only what happens at $R$. Can I see how the potential throughout the sphere produces the shift?

A: Compare the full solution with the free one at the same energy. Let $P_0=rj_l(pr)$ and $Q_0=\eta rj_{\bar l}(pr)$. In the derivative of $P_0Q-Q_0P$ the terms with $\kappa$ cancel in pairs, and what remains is

$$\frac{E+c^2}{c}Q_0Q-\frac{E-V}{c}P_0P+\frac Ec P_0P-\frac{E-V+c^2}{c}Q_0Q .$$

Hence

$$(P_0Q-Q_0P)'=\frac Vc\,(P_0P+Q_0Q).$$

The cross product vanishes at the origin for regular solutions. Normalize the full solution by $A=1$ outside. At $R$ the cosine terms cancel:

$$P_0Q-Q_0P=-R^2\eta\sin\delta_\kappa\left(j_ln_{\bar l}-j_{\bar l}n_l\right).$$

By the recurrences the last bracket is $S(j_ln_l'-j_l'n_l)$. The Bessel equation makes $x^2(j_ln_l'-j_l'n_l)$ constant, and the large-$x$ forms give the constant $\sin^2+\cos^2=1$. The bracket is thus $S/(pR)^2$. With $S\eta=cp/(E+c^2)$ the boundary value becomes $-c\sin\delta_\kappa/[p(E+c^2)]$, so

$$\sin\delta_\kappa=-p\left(1+\frac E{c^2}\right)\int_0^R V\,(P_0P+Q_0Q)\,dr .$$

For a weak potential, replace $P,Q$ by $P_0,Q_0$. An attractive potential then gives a positive shift to leading order. Both components contribute to the integral.

Q: What happens at low energy? Is the threshold law set by $l$ or by $\kappa$?

A: By $l$. As $p\to0$, $j_l\propto p^l$ and $n_l\propto p^{-l-1}$, while $D$ tends to a constant $D_0$ (if $g(R)=0$ at $E=0$, $D$ diverges, $\tan\delta_\kappa\to j_l/n_l$, and the power found below is unchanged). The numerator of the logarithmic-derivative formula is proportional to $p^l(D_0-l/R)$, and the denominator to $p^{-l-1}[D_0+(l+1)/R]$. Thus

$$\tan\delta_\kappa\propto p^{2l+1}$$

for both channels of one $l$, with different coefficients. The law fails if $D_0=-(l+1)/R$, when the leading denominator vanishes. It also fails if $D_0=l/R$, when the leading numerator vanishes and $\tan\delta_\kappa$ falls faster than $p^{2l+1}$.

Q: Show me one channel in numbers, with no hidden conversion.

A: Take the model potential

$$V(r)=-\frac{2Z}{r}e^{-r/a}\quad(r<R),\qquad V=0\quad(r>R),$$

with $Z=80$, $a=0.4$ bohr, $R=3$ bohr and $E=0.5$ Ry. These are round parameters and do not represent a particular material. Just inside the boundary $V=-0.0295$ Ry, so the relative slope jump described above is $0.0295/75116=3.9\times10^{-7}$.

The momentum is $p=\sqrt{0.5000033}=0.707109$ bohr$^{-1}$, and $x=pR=2.121327$. For $\kappa=1$ we have $l=1$, $\bar l=0$ and $S=1$. The exterior ratio is

$$\eta=\frac{274.072\times0.707109}{75115.96}=2.57999\times10^{-3}.$$

The radial equations were integrated with a high-order Runge–Kutta method in the variable $\ln r$, from $10^{-7}$ bohr to $R$, starting with the regular ratio at the origin. The result is $\rho=3.34577\times10^{-3}$. The Bessel values are $j_1=0.435997$, $j_0=0.401752$, $n_1=-0.285499$ and $n_0=0.246610$. In units of $10^{-3}$ the numerator is

$$3.34577\times0.435997-2.57999\times0.401752=0.42223,$$

and the denominator is

$$3.34577\times(-0.285499)-2.57999\times0.246610=-1.59147 .$$

Therefore $\tan\delta_1=-0.26531$ and $\delta_1=-0.2593$ rad, or equally $2.8823$ rad. The negative representative does not show that the potential is repulsive, because the integer multiple of $\pi$ has not been determined.

Q: At this energy $p^2$ changed by a few parts in a million. Surely the phase shifts hardly change either?

A: For $l\le2$ they change a great deal; for $l=3$ the change is only $2.3\times10^{-5}$ rad for $\kappa=3$ and $1.2\times10^{-5}$ rad for $\kappa=-4$. The last column below comes from the same integration and matching with $1/c^2=0$ in the equations for $P$ and $q=cQ$.

| $\kappa$ | $l$ | $\delta_\kappa$ (rad) | $c\to\infty$ (rad) |
|---:|---:|---:|---:|
| $-1$ | 0 | $-0.9455$ | $-1.2694$ |
| $1$ | 1 | $-0.2593$ | $-0.5471$ |
| $-2$ | 1 | $-0.4182$ | $-0.5471$ |
| $2$ | 2 | $0.1298$ | $0.0921$ |
| $-3$ | 2 | $0.1070$ | $0.0921$ |
| $3$ | 3 | $0.00185$ | $0.00182$ |
| $-4$ | 3 | $0.00184$ | $0.00182$ |

The exterior correction is governed by $E/c^2$, whereas the interior equations contain $(E-V)/c^2$. Near the nucleus the latter is far larger than $E/c^2$: it is about 1 at $r=0.0021$ bohr, 0.2 at 0.01 bohr and still 0.003 at 0.3 bohr. To see where it acts, let $\tilde P,\tilde q$ be the $c\to\infty$ solution at the same energy. The equations for $P$ and $q$ give $(\tilde Pq-\tilde qP)'=-(E-V)\,q\tilde q/c^2$, so the mismatch of the two solutions at $R$ is the integral of the right-hand side over the sphere. For $|\kappa|=1$ only about 5% of that integral comes from $r<0.0021$ bohr, and about 88% from $r<0.03$ bohr. For $\kappa=-2$, $2$ and $-3$ more than 95% comes from the range 0.01 to 0.3 bohr. A correct $p$ combined with a nonrelativistic interior solution would miss the changes in this table.

Q: Within each $l$, the channel $\kappa=l$ has the larger shift. Is that an accident of the parameters?

A: The direction follows from $V'>0$. To see it, set $P=\sqrt B\,u$ in the second-order equation. Its first-derivative terms are $-P''+(B'/B)P'$, and this substitution removes $u'$. The result is $u''=U_\kappa u$, where the two channels of one $l$ differ by

$$U_l-U_{-l-1}=-\frac{(2l+1)V'}{c^2Br}.$$

Connect the two by $U=U_{-l-1}+\lambda(U_l-U_{-l-1})$, with $0\le\lambda\le1$, and denote $\partial/\partial\lambda$ by a dot. Differentiating $u''=Uu$ gives $\dot u''=U\dot u+\dot Uu$, and hence

$$(u\dot u'-\dot uu')'=\dot U u^2 .$$

At large $r$, $u=C\sin(pr-l\pi/2+\delta)$. A change of $C$ drops out of the left-hand bracket, which becomes $-C^2p\dot\delta$. At the origin the bracket vanishes for the regular solution. Integration gives

$$\dot\delta=-\frac{1}{pC^2}\int_0^\infty\dot U u^2\,dr .$$

Here $V$ rises throughout the sphere and steps up to zero at $R$. Treating the step as the limit of a steep smooth rise, $V'\ge0$ and $B>0$, so $\dot U\le0$ and $\dot\delta>0$. Followed continuously in $\lambda$, the phase is larger for $\kappa=l$.

The listed values give differences of 0.159 rad for $l=1$, 0.0228 rad for $l=2$ and $1.1\times10^{-5}$ rad for $l=3$, each on the branch nearest zero. The argument fixes the order within a pair for phases followed continuously. Values reduced modulo $\pi$, as in the table, would show the opposite order if only one member of the pair had passed $\pi/2$. It does not say on which side of the $c\to\infty$ value either member must lie, and for $l=1$ and $l=2$ both members lie above it.

Q: Can I then use one spin-orbit splitting for all energies?

A: Not for the phase shifts. The $l=2$ channels of the same model give the following values.

| $E$ (Ry) | $\delta_2$ (rad) | $\delta_{-3}$ (rad) | difference |
|---:|---:|---:|---:|
| 0.25 | 0.0191 | 0.0168 | 0.0023 |
| 0.5 | 0.1298 | 0.1070 | 0.0228 |
| 1.0 | 1.2156 | 0.8678 | 0.3478 |

The threshold law would multiply $\tan\delta_\kappa$ by $2^{5/2}=5.7$ for each doubling of $E$, apart from the negligible correction to $p^2$. From 0.25 to 0.5 Ry the actual factors are 6.8 for $\kappa=2$ and 6.4 for $\kappa=-3$. The next doubling gives a much steeper rise, about 21 and 11. This suggests a $d$ resonance that lies lower for $\kappa=2$ than for $\kappa=-3$, but three energies do not establish its position or width.

Q: Which part of the construction would fail in a magnetic solid?

A: The separation into single $\kappa$ channels. A field that couples to the spin along a fixed direction is not invariant under joint rotations of space and spin, so it can couple different $j$. A nonspherical potential also couples channels. One phase shift per $\kappa$ must then be replaced by a matrix that connects the coupled channels. For the spherical, nonmagnetic sphere treated here, $\delta_\kappa$ does not depend on $\mu$, because $\mu$ does not occur in the radial equations.

Numerical values quoted here were computed with a short program.
